# Does the SCF dipole moment need a Pulay correction?

## Question

I compute molecular properties with Hartree-Fock and Kohn-Sham theory in atom-centred Gaussian bases. For forces on nuclei I know that the Hellmann-Feynman expression is not enough: the basis is incomplete, and a Pulay correction has to be added.

A dipole moment is also an energy derivative, taken with respect to a uniform electric field. My basis is just as incomplete when I compute it. Yet my program simply takes the expectation value of the dipole operator with the SCF density. Is a Pulay correction missing there? If so, how large is it in a small basis? If not, why does the incompleteness that spoils the force leave the dipole alone?

## Answer

Nothing is missing, provided that the SCF is converged and your basis functions do not depend on the field. Incompleteness alone does not create a Pulay term. The term can arise only when the basis functions change with the parameter in which you differentiate. They do so when an atom moves, because they are attached to it. They do not when a field is switched on at fixed nuclei.

### The derivative of an SCF energy

I use Hartree atomic units, real orbitals and a closed shell. Let \(\chi_\mu\) be the basis functions, \(S\) their overlap matrix, \(h\) the one-electron matrix and \(C\) the coefficients of the occupied orbitals. With \(D=2CC^T\), the Hartree-Fock energy is

\[
E=\mathrm{tr}\,Dh+\tfrac12\,\mathrm{tr}\,D\,G(D)+V,
\]
\[
G(D)_{\mu\nu}=\sum_{\kappa\sigma}D_{\kappa\sigma}\left[(\mu\nu|\kappa\sigma)-\tfrac12(\mu\kappa|\nu\sigma)\right].
\]

Here \(V\) collects everything that involves the nuclei alone. The orbitals obey

\[
fC=SC\varepsilon,\qquad f=h+G(D),\qquad C^TSC=1,
\]

with \(\varepsilon\) the diagonal matrix of occupied orbital energies.

Let the integrals depend on a parameter \(\lambda\), and let the solution vary smoothly with it. A superscript \(\lambda\) on a matrix means that its integrals are differentiated; in \(G^\lambda(D)\) the density is held fixed. A prime on \(C\) or \(D\) means the full derivative. The product rule gives

\[
\frac{dE}{d\lambda}=\mathrm{tr}\,Dh^\lambda+\tfrac12\mathrm{tr}\,DG^\lambda(D)+V^\lambda+X,
\]
\[
X=\mathrm{tr}\,D'h+\tfrac12\mathrm{tr}\,D'G(D)+\tfrac12\mathrm{tr}\,D\,G(D').
\]

The permutation symmetry of the repulsion integrals makes \(\mathrm{tr}\,D\,G(D')=\mathrm{tr}\,D'G(D)\), so \(X=\mathrm{tr}\,D'f\). Next insert \(D'=2(C'C^T+CC'^T)\). Since \(f\) is symmetric, both terms have the same trace with it:

\[
X=4\,\mathrm{tr}\,C'^TfC=4\,\mathrm{tr}\,C'^TSC\varepsilon .
\]

The last step used the SCF equation. The unknown \(C'\) can now be removed with the orthonormality condition, whose derivative is

\[
C'^TSC+C^TS^\lambda C+C^TSC'=0 .
\]

Multiply by \(\varepsilon\) from the right and take the trace. The first and third terms become equal, because a trace is unchanged by transposition and by cyclic reordering. Therefore

\[
2\,\mathrm{tr}\,C'^TSC\varepsilon=-\mathrm{tr}\,C^TS^\lambda C\varepsilon ,
\]

and, with \(W=2C\varepsilon C^T\),

\[
X=-2\,\mathrm{tr}\,C^TS^\lambda C\varepsilon=-\mathrm{tr}\,WS^\lambda .
\]

The result is

\[
\frac{dE}{d\lambda}=\mathrm{tr}\,Dh^\lambda+\tfrac12\mathrm{tr}\,DG^\lambda(D)-\mathrm{tr}\,WS^\lambda+V^\lambda .
\]

No orbital derivative is left. The orbitals do respond to \(\lambda\), but to first order their response affects the energy only through the need to stay orthonormal when \(S\) changes. The derivation used stationarity; it did not require the solution to be a minimum.

### Where the Pulay term sits

An integral can change because its operator changes or because its functions change. For the one-electron matrix,

\[
h^\lambda_{\mu\nu}=\langle\chi_\mu|\partial_\lambda\hat h|\chi_\nu\rangle
+\langle\partial_\lambda\chi_\mu|\hat h|\chi_\nu\rangle
+\langle\chi_\mu|\hat h|\partial_\lambda\chi_\nu\rangle .
\]

The first term, contracted with \(D\) and added to \(V^\lambda\), is the expectation value of \(\partial H/\partial\lambda\): the Hellmann-Feynman part. The overlap and the electron repulsion contain no operator that depends on \(\lambda\), so their derivatives come from the functions alone. Everything that comes from the functions is the Pulay term \(P_\lambda\).

It can be put in a form that shows what incompleteness does. Let \(\phi_i=\sum_\mu C_{\mu i}\chi_\mu\), and let \(\bar\phi_i=\sum_\mu C_{\mu i}\,\partial_\lambda\chi_\mu\) be the change of an orbital caused by its functions at fixed coefficients.

- The one-electron part has two equal contributions, one for each function in the integral, each \(2\sum_i\langle\bar\phi_i|\hat h|\phi_i\rangle\).
- The two-electron part has four equal contributions, each \(\sum_i\langle\bar\phi_i|\hat G|\phi_i\rangle\), where the prefactor ½ has cancelled the 2 in \(D\).
- The overlap part has two equal contributions, each \(-2\sum_i\varepsilon_i\langle\bar\phi_i|\phi_i\rangle\).

With \(\hat f=\hat h+\hat G\), the sum is

\[
P_\lambda=4\sum_i\langle\bar\phi_i|\hat f-\varepsilon_i|\phi_i\rangle .
\]

The SCF equations say that \((\hat f-\varepsilon_i)\phi_i\) is orthogonal to every basis function. In an incomplete basis this residual is generally not zero, but it lies outside the space spanned by the basis. A Pulay term therefore needs two things at once: a residual, and functions whose change \(\bar\phi_i\) reaches outside that space. If the basis is complete, the residual vanishes. If the functions are fixed, \(\bar\phi_i=0\). Either is sufficient to remove the term.

### The electric field

Let a uniform field \(F\) point along \(z\). The Hamiltonian is \(H(F)=H(0)-F\mu\), where

\[
\mu=\sum_AZ_Az_A-\sum_iz_i .
\]

Electrons have charge \(-1\), so the field adds \(+Fz\) to the one-electron operator, while \(V\) acquires \(-F\sum_AZ_Az_A\). With fixed nuclei and fixed functions,

\[
S^F=0,\qquad G^F=0,\qquad h^F_{\mu\nu}=\langle\chi_\mu|z|\chi_\nu\rangle\equiv z_{\mu\nu},
\]

and the general derivative reduces to

\[
\frac{dE}{dF}=\mathrm{tr}\,Dz-\sum_AZ_Az_A=-\langle\mu\rangle .
\]

Completeness was not used. The equality holds for any finite basis, at zero field or at a finite one, as long as \(D\) is the converged density at that field.

For Kohn-Sham theory, replace the exchange part of the energy by the exchange-correlation energy, evaluated as a sum over grid points. If the potential matrix is the derivative of that same sum with respect to \(D\), the change of energy with density is again \(\mathrm{tr}\,D'f\), and the argument goes through. The grid must not depend on the field. It need not be fine: a coarse grid changes the energy and the dipole consistently.

### F2 in a field

Take F2 with a bond length of 2.70 bohr in an axial field of 0.010 a.u. Without a field the symmetric molecule has no dipole, so what follows is an induced moment. I solved restricted Hartree-Fock in three bases and compared \(\langle\mu\rangle\) with a numerical derivative of the energy,

\[
\frac{dE}{dF}\approx\frac{8[E_{+1}-E_{-1}]-[E_{+2}-E_{-2}]}{12\,s},\qquad s=0.0020\ \text{a.u.},
\]

where \(E_{\pm n}\) is a newly converged energy at the field \(0.010\pm ns\). The dipoles are in e bohr.

| Basis | \(\langle\mu\rangle\) | \(-dE/dF\) |
|---|---:|---:|
| STO-3G | 0.0701188 | 0.0701188 |
| 6-31G | 0.1297622 | 0.1297622 |
| aug-cc-pVDZ | 0.1464535 | 0.1464535 |

The digits are kept to show the agreement; they do not measure the accuracy of the dipole. The STO-3G value is about half the aug-cc-pVDZ value, which is itself 0.372 debye and not a basis-set limit. A poor basis gives a poor dipole, and it gives the same poor dipole by both routes. A Pulay correction could not repair it, since the correction is zero. A better basis is needed.

A PBE calculation in 6-31G on a deliberately coarse grid gives 0.094077 e bohr by both routes.

### The same molecule when an atom moves

Now let \(\lambda=R\) be the coordinate of the nucleus at positive \(z\), in the same field. Its functions travel with it, so \(\partial_R\chi_\mu=-\partial_z\chi_\mu\) for functions on that atom. This derivative generally lies outside the span of the basis. The slopes, in hartree/bohr, are as follows.

| Basis | Hellmann-Feynman | Pulay | \(dE/dR\) |
|---|---:|---:|---:|
| STO-3G | −2.0038 | 2.1593 | 0.1555 |
| 6-31G | −1.5444 | 1.5575 | 0.0131 |
| aug-cc-pVDZ | −0.7079 | 0.7768 | 0.0689 |

In 6-31G, for instance, \(-1.5444+1.5575=0.0131\). The total comes from reconverged energies and the Pulay part from differentiated integrals at fixed \(D\) and \(W\), so the sum is a real comparison. The force is \(-dE/dR\). In all three bases the Hellmann-Feynman part alone would push the atom outwards, while the energy surface of the same model pulls it inwards.

The densities are the ones that gave the dipoles above. They satisfy the field identity and at the same time need a large Pulay term for the force. The difference lies in what is moved, not in the quality of the density.

You can see this by moving the nucleus and leaving its functions behind. In 6-31G the slope of the reconverged energy is then −1.5444 hartree/bohr, which is the Hellmann-Feynman part. The Hellmann-Feynman expression is thus the correct derivative along that path. It is not the slope of the usual potential energy surface, on which the functions follow the nucleus.

### When the field derivative does acquire a Pulay term

The electric field is not immune in itself. Suppose that the centres of all functions drift with the field, while the nuclei stay where they are:

\[
c(F)=c_0-\kappa(F-F_0).
\]

At \(F=F_0\) the functions sit on the nuclei as before, so the density there and \(\langle\mu\rangle\) are unchanged. But \(dc/dF=-\kappa\), and if \(P\) is the function term for a common unit shift of all centres, the chain rule gives

\[
\frac{dE}{dF}=-\langle\mu\rangle-\kappa P .
\]

For 6-31G, \(F_0=0.010\) a.u. and \(\kappa=1.0\) bohr per a.u. of field, the term \(-\kappa P\) is −0.0484 e bohr. Hence

\[
-\frac{dE}{dF}=0.1298+0.0484=0.1782\ \text{e bohr},
\]

and the numerical derivative with drifting functions agrees. The expectation value is still 0.1298 e bohr. So the question to ask of a first derivative of an SCF energy is whether the parameter changes the space spanned by the basis functions, not whether the perturbation is electric or mechanical. Functions that merely mix among themselves leave \(\bar\phi_i\) inside that space and give no Pulay term.

### When the gap is not a Pulay term

Stationarity is the other condition. If the SCF is stopped early with an error \(\delta D\), the energy error is of second order in the orbital error, but the dipole changes by \(-\mathrm{tr}\,\delta D\,z\), which is of first order. The expectation value then need not match the derivative of the converged energy. The cure is tighter convergence.

MP2 fails the condition even when everything is converged. Its energy is not stationary in the orbitals. Collect the independent orbital rotations in \(x\), which follow the field through the SCF equations. Then

\[
\frac{dE_{\mathrm{MP2}}}{dF}=\left.\frac{\partial E_{\mathrm{MP2}}}{\partial F}\right|_x+\frac{\partial E_{\mathrm{MP2}}}{\partial x}\cdot\frac{dx}{dF},
\]

and the second term, the orbital response, does not vanish in general.

The first term is minus the dipole of the so-called unrelaxed density. To see this, write the second-order energy as the stationary value of a functional of the double-excitation amplitudes \(t\),

\[
J[t]=2\langle t|\hat U|0\rangle+\langle t|\hat H_0-E_0|t\rangle ,
\]

where \(|0\rangle\) is the SCF determinant, \(\hat U\) the perturbation, \(\hat H_0\) the sum of Fock operators and \(E_0\) its value in \(|0\rangle\). With frozen orbitals, a small extra field adds \(z\) times its strength to the Fock operator. Because \(J\) is stationary in \(t\), its derivative is \(\langle t|\sum_iz_i-\langle0|\sum_iz_i|0\rangle|t\rangle\). To second order in \(t\), this is the change that the doubles make to the expectation value of \(\sum_iz_i\) in the state \(|0\rangle+|t\rangle\). The cross terms \(\langle0|\sum_iz_i|t\rangle\) vanish because a one-electron operator cannot connect \(|0\rangle\) to a double excitation, and dividing by the norm \(1+\langle t|t\rangle\) gives, to that order, the subtracted term. The unrelaxed density adds just this second-order change to the SCF density. The SCF energy contained in \(E_{\mathrm{MP2}}\) contributes minus the SCF dipole, as shown above, so the two pieces together give minus the dipole of the unrelaxed density. The extra field also couples occupied to virtual orbitals, but the resulting single excitations lower the energy only in second order of the extra field, so they do not enter the first derivative.

For F2 in 6-31G the three dipoles, in e bohr, are:

- expectation value with the unrelaxed MP2 density: 0.1238;
- \(-dE_{\mathrm{MP2}}/dF\) with frozen orbitals: 0.1238;
- \(-dE_{\mathrm{MP2}}/dF\) with orbitals that follow the field: 0.0849.

The orbital response contributes \(0.0849-0.1238=-0.0390\) e bohr, with the last digit taken from the unrounded values. That is nearly half the size of the full MP2 derivative, so it cannot be ignored here. Yet the basis functions never moved and \(S^F=0\) throughout. Calling this a Pulay correction would name the wrong cause: it comes from the energy expression, not from the basis.

### Polarizabilities, ions and strong fields

For a polarizability you differentiate once more. With fixed functions,

\[
\alpha=\frac{d\langle\mu\rangle}{dF}=-\mathrm{tr}\,D'z .
\]

Now the density response is needed, even for SCF, because it no longer cancels. There is still no Pulay term, since neither \(z_{\mu\nu}\) nor \(S\) depends on the field.

For an ion of total charge \(q\), moving the origin by \(a\) changes \(\langle\mu\rangle\) to \(\langle\mu\rangle-qa\) and the energy to \(E+Fqa\). Both sides of the identity change together, so it survives, but the dipole has a meaning only with its origin stated.

Finally, the potential \(Fz\) falls without limit on one side of the molecule. In complete space an electron could therefore always lower its energy by going far enough away, and there is no bound ground state at finite field. A finite basis keeps the energy bounded from below, and at a weak field it holds the electrons on the molecule as long as its functions are localized near the nuclei; a function placed far enough down the field would let them leave. The finite-field numbers above refer to the stationary solution in such a basis, and the identity is a statement about that model.

The numerical check covers the dipole identity, the separation of the force, the drifting functions and the MP2 comparison.

## Numbers as computed

```
F2 bond length: 2.70 bohr
axial field: 0.010 a.u.
field step: 0.0020 a.u.
position step: 0.0005 bohr
sto-3g: basis functions: 10
sto-3g: RHF energy: -195.963092 hartree
sto-3g: dipole expectation: 0.0701188 e bohr
sto-3g: -dE/dF: 0.0701188 e bohr
sto-3g: dE/dR, atom moved: 0.15550 hartree/bohr
sto-3g: Hellmann-Feynman part: -2.00381 hartree/bohr
sto-3g: Pulay part: 2.15931 hartree/bohr
6-31g: basis functions: 18
6-31g: RHF energy: -198.646531 hartree
6-31g: dipole expectation: 0.1297622 e bohr
6-31g: -dE/dF: 0.1297622 e bohr
6-31g: dE/dR, atom moved: 0.01309 hartree/bohr
6-31g: Hellmann-Feynman part: -1.54443 hartree/bohr
6-31g: Pulay part: 1.55752 hartree/bohr
aug-cc-pvdz: basis functions: 46
aug-cc-pvdz: RHF energy: -198.697460 hartree
aug-cc-pvdz: dipole expectation: 0.1464535 e bohr
aug-cc-pvdz: -dE/dF: 0.1464535 e bohr
aug-cc-pvdz: dE/dR, atom moved: 0.06891 hartree/bohr
aug-cc-pvdz: Hellmann-Feynman part: -0.70788 hartree/bohr
aug-cc-pvdz: Pulay part: 0.77679 hartree/bohr
aug-cc-pvdz: dipole expectation: 0.3722 debye
6-31g: dE/dR, nucleus only: -1.54443 hartree/bohr
drift of centres: 1.0 bohr per a.u. of field
6-31g drifting: -dE/dF: 0.17815 e bohr
6-31g drifting: Pulay term in dE/dF: -0.04839 e bohr
6-31g PBE: dipole expectation: 0.094077 e bohr
6-31g PBE: -dE/dF: 0.094077 e bohr
6-31g MP2: unrelaxed expectation: 0.12384 e bohr
6-31g MP2: -dE/dF, orbitals frozen: 0.12384 e bohr
6-31g MP2: -dE/dF, orbitals relaxed: 0.08487 e bohr
6-31g MP2: orbital response: -0.03897 e bohr
```
